# Marcus Electrode Rates from Franck-Condon Sums and Their Current Saturation

## 1. What symmetry and dimensions fix

A molecular level exchanges single electrons with a metal, and its charge displaces harmonic vibrations. Set \(\hbar=e=1\) and write \(T\) for \(k_BT\), so that rates and energies share one unit. At lowest order in tunnelling, the rate \(k_{\rm in}\) of filling the level is proportional to the tunnelling width \(\Gamma\). The other energies are the reorganization energy \(\lambda\), the vibrational quantum \(\omega\), and \(\Delta=\mu-\tilde\varepsilon\), the Fermi level minus the relaxed level. Hence

\[
k_{\rm in}=\Gamma\,g(\Delta/T,\lambda/T,\omega/T).
\]

Two symmetries restrict \(g\), provided the charge only displaces the vibrations and leaves their frequencies unchanged, as assumed throughout. If the frequencies change, the first relation below fails and the second acquires the ratio of the vibrational partition functions of the two charge states. In a flat, wide band, exchanging electrons and holes reverses energies measured from \(\mu\) and turns filling into emptying, so \(k_{\rm out}(\Delta)=k_{\rm in}(-\Delta)\). Thermal equilibrium with one electrode requires \(k_{\rm in}/k_{\rm out}=e^{\Delta/T}\). Together they give

\[
k_{\rm in}(\Delta)=\Gamma e^{\Delta/2T}h(\Delta),\qquad h(-\Delta)=h(\Delta).
\]

The vibrations determine the even function \(h\). Both symmetries are recovered explicitly below.

## 2. Model and golden rule

The level is spinless; a spin-degenerate level needs a different count of charge states. With \(n=d^\dagger d\),

\[
\begin{aligned}
H={}&\varepsilon n+\sum_k\omega_k b_k^\dagger b_k+n\sum_k\omega_k\sqrt{S_k}(b_k+b_k^\dagger)\\
&+\sum_qE_qc_q^\dagger c_q+\sum_q(V_qd^\dagger c_q+{\rm h.c.}).
\end{aligned}
\]

For \(n=1\), completing the square gives \(\omega_k(b_k^\dagger+\sqrt{S_k})(b_k+\sqrt{S_k})-S_k\omega_k\) for each mode. The oscillators are displaced and keep their frequencies, while the level falls to

\[
\tilde\varepsilon=\varepsilon-\lambda,\qquad \lambda=\sum_k\lambda_k,\qquad \lambda_k=S_k\omega_k .
\]

The width \(\Gamma=2\pi\sum_q|V_q|^2\delta(E-E_q)\) is taken independent of \(E\). We assume \(\Gamma\ll T\) and \(\Gamma\ll\omega_k\), and vibrational relaxation that is fast compared with hopping. Every hop then starts from thermal vibrations.

Let \(m\) label vibrational states of the empty level, with probability \(P_m\), and \(n'\) those of the filled level. Both energies \(E_m\), \(E_n\) are counted from their own ground states. An electron of energy \(E\) can enter if \(E+E_m=\tilde\varepsilon+E_n\). The golden rule, summed over the electrode, gives

\[
k_{\rm in}=\Gamma\sum_{mn}P_m|\langle n'|m\rangle|^2f(\tilde\varepsilon+E_n-E_m).
\]

Collect the Franck-Condon weights by the vibrational energy gain \(x\):

\[
F(x)=\sum_{mn}P_m|\langle n'|m\rangle|^2\delta(x-E_n+E_m).
\]

With \(f_0(y)=1/(e^{y/T}+1)\),

\[
k_{\rm in}(\Delta)=\Gamma\int dx\,F(x)f_0(x-\Delta). \tag{1}
\]

For emptying, the electron leaves with energy \(\tilde\varepsilon-x\) into an empty state. Since the frequencies are unchanged and only the sense of the displacement is reversed, \(F\) is the same. The vacancy factor is \(1-f_0(-x-\Delta)=f_0(x+\Delta)\), so \(k_{\rm out}(\Delta)=k_{\rm in}(-\Delta)\).

## 3. Summing the Franck-Condon factors

The Fourier transform of \(F\) is

\[
\phi(t)=\int dx\,e^{-ixt}F(x)=\langle e^{iH_0t}e^{-iH_1t}\rangle,
\]

where \(H_0,H_1\) are the vibrational Hamiltonians of the empty and filled level, each with ground energy zero. Take one mode. The operator \(D=e^{\sqrt S(b^\dagger-b)}\) obeys \(D^\dagger bD=b+\sqrt S\), hence \(H_1=D^\dagger H_0D\) and

\[
e^{iH_0t}e^{-iH_1t}=e^Ae^B,
\]
\[
A=-\sqrt S(b^\dagger e^{i\omega t}-be^{-i\omega t}),\qquad B=\sqrt S(b^\dagger-b).
\]

The commutator is a number, \([A,B]=-S(e^{i\omega t}-e^{-i\omega t})=-2iS\sin\omega t\). Therefore \(e^Ae^B=e^{A+B}e^{-iS\sin\omega t}\). The sum \(A+B=\alpha b^\dagger-\alpha^*b\) has \(\alpha=\sqrt S(1-e^{i\omega t})\). A thermal oscillator is Gaussian, so \(\langle e^{A+B}\rangle=e^{\langle(A+B)^2\rangle/2}\), with

\[
\langle(A+B)^2\rangle=-|\alpha|^2\coth\frac{\omega}{2T}
=-2S(1-\cos\omega t)\coth\frac{\omega}{2T}.
\]

Independent modes multiply. With \(y_k=\omega_k/2T\),

\[
\phi(t)=\exp\sum_kS_k\left[-\coth y_k(1-\cos\omega_kt)-i\sin\omega_kt\right].
\]

Now use \(\coth y\cos a-i\sin a=\cos(a+iy)/\sinh y\). Evaluated at \(t=s-i/2T\), half a thermal time below the real axis, the function becomes real and even:

\[
\Phi(s)\equiv\phi\!\left(s-\frac{i}{2T}\right)=\exp\sum_k\frac{\lambda_k}{\omega_k}\left[-\coth y_k+\frac{\cos\omega_ks}{\sinh y_k}\right].
\]

By the definition of \(\phi\), \(\Phi(s)\) is the transform of \(e^{-x/2T}F(x)\). That product is therefore even in \(x\), which means \(F(-x)=e^{-x/T}F(x)\).

The Fermi function has a matching factorization,

\[
f_0(x-\Delta)=\frac{e^{\Delta/2T}e^{-x/2T}}{2\cosh[(x-\Delta)/2T]} .
\]

We also need \(J(s)=\int dy\,e^{iys}/[2\cosh(y/2T)]\). Moving the path up by \(2\pi iT\) changes the sign of the cosh and multiplies the exponential by \(e^{-2\pi Ts}\). The enclosed pole at \(y=i\pi T\) contributes \(2\pi Te^{-\pi Ts}\). Thus \(J(1+e^{-2\pi Ts})=2\pi Te^{-\pi Ts}\), or \(J=\pi T\,{\rm sech}(\pi Ts)\). Inserting both transforms in (1), with the factor \(1/2\pi\) of the inverse transform, gives

\[
k_{\rm in}(\Delta)=\Gamma e^{\Delta/2T}\frac T2\int ds\,\cos(\Delta s)\,{\rm sech}(\pi Ts)\,\Phi(s). \tag{2}
\]

Within the golden rule, (2) is the complete Franck-Condon sum. The integral is the even function \(h\) of Section 1, so detailed balance holds before any classical approximation.

## 4. Classical limit

Since \(\coth y-1/\sinh y=\tanh(y/2)\), the exponent of \(\Phi\) for each mode is

\[
-\frac{\lambda_k}{\omega_k}\tanh\frac{\omega_k}{4T}-\frac{\lambda_k}{\omega_k}\frac{1-\cos\omega_ks}{\sinh(\omega_k/2T)}. \tag{3}
\]

The sech in (2) confines \(s\) to about \(1/\pi T\). If \(\omega_k\ll T\), then \(\omega_ks\ll1\) there, and the two terms become \(-\lambda_k/4T\) and \(-\lambda_kTs^2\). At fixed \(\Delta,\lambda,T\), the integrand of (2) is bounded by the sech, because \(0<\Phi\le1\), so the integral converges to its classical value as \(\omega_k\to0\).

Transforming \(e^{-\lambda/4T-\lambda Ts^2}\) back gives \(e^{-\lambda/4T}e^{-x^2/4\lambda T}/\sqrt{4\pi\lambda T}\). Multiplication by \(e^{x/2T}\) restores \(F\), and the exponents combine into a square:

\[
F(x)\to G(x)=\frac{1}{\sqrt{4\pi\lambda T}}\exp\left[-\frac{(x-\lambda)^2}{4\lambda T}\right].
\]

The Marcus rate at a metal is therefore

\[
k_{\rm in}(\Delta)=\Gamma\int dx\,\frac{G(x)}{e^{(x-\Delta)/T}+1},\qquad k_{\rm out}(\Delta)=k_{\rm in}(-\Delta). \tag{4}
\]

For a single undamped mode, \(F\) is a comb of sharp lines and \(\Phi\) returns to its initial value at \(s=2\pi/\omega\). The electrode suppresses this recurrence by \({\rm sech}(2\pi^2T/\omega)\). When \(2\pi^2T\gg\omega\), the thermal width of the Fermi edge thus smooths the comb without a dense vibrational spectrum.

The condition \(\omega_k\ll T\) is not sufficient for a small relative error when \(\lambda/T\) is large. For \(\lambda\gg T\), expanding the tanh in (3) gives the leading correction to the logarithm of the rate at \(\Delta=0\), \(\sum_k\lambda_k\omega_k^2/192T^3\), which must also be small. Moreover, \(1-\cos z\le z^2/2\) and \(\sinh y\ge y\), so the second term of (3) damps no more strongly than its classical form. At \(\Delta=0\) the integrand is positive, hence

\[
\frac{k_{\rm in}^{\rm FC}(0)}{k_{\rm in}^{\rm Marcus}(0)}\ge\exp\sum_k\left[\frac{\lambda_k}{4T}-\frac{\lambda_k}{\omega_k}\tanh\frac{\omega_k}{4T}\right]. \tag{5}
\]

This is nuclear tunnelling through the classical activation barrier.

## 5. Limits of the Marcus rate

**Half filling rate.** \(G\) is symmetric about \(\lambda\), and \(f_0(y)+f_0(-y)=1\). Equation (4) then gives \(k_{\rm in}(\lambda)=\Gamma/2\).

**Aligned levels.** At \(\Delta=0\),

\[
k_{\rm in}(0)=\frac{\Gamma e^{-\lambda/4T}}{\sqrt{4\pi\lambda T}}\int dx\,\frac{e^{-x^2/4\lambda T}}{2\cosh(x/2T)}.
\]

The integral without the Gaussian is \(J(0)=\pi T\). With \(x^2\) in place of the Gaussian it is \(-J''(0)=\pi^3T^3\). Since \(1-u\le e^{-u}\le1\),

\[
k_{\rm in}(0)=\Gamma\sqrt{\frac{\pi T}{4\lambda}}\,e^{-\lambda/4T}(1-\delta),\qquad 0<\delta<\frac{\pi^2T}{4\lambda}. \tag{6}
\]

**Sharp Fermi edge.** If \(\lambda\gg T\), the edge is narrow compared with the Gaussian width \(\sqrt{2\lambda T}\). Replacing \(f_0\) by a step gives

\[
k_{\rm in}(\Delta)\approx\frac\Gamma2\,{\rm erfc}\frac{\lambda-\Delta}{\sqrt{4\lambda T}} .
\]

This is useful near and above \(\Delta=\lambda\), with an error small relative to \(\Gamma\). It should not replace (4) in the activated region. At \(\Delta=0\) its large-argument form is \(\Gamma\sqrt{T/\pi\lambda}\,e^{-\lambda/4T}\), which is \(2/\pi\) times the leading part of (6). The step discards the electrons above \(\mu\), which carry half of the rate at \(\Delta=0\), and overfills the states below \(\mu\), which makes up only part of the loss.

## 6. Why the rate has no inverted region

Differentiate (1):

\[
\frac{dk_{\rm in}}{d\Delta}=\Gamma\int dx\,F(x)\,\frac{1}{4T}{\rm sech}^2\frac{x-\Delta}{2T}\ge0. \tag{7}
\]

Because \(\int F\,dx=1\), the rate rises to \(\Gamma\) as \(\Delta\to\infty\). Only \(F\ge0\) and the flat band were used, so saturation does not depend on the classical limit.

A single occupied electrode level at the Fermi energy behaves differently. Its classical rate is \(2\pi|V_q|^2G(\Delta)\), which has a maximum at \(\Delta=\lambda\) and falls beyond it: this is the inverted region. A metal adds the rates of all its occupied levels. When \(\Delta-\lambda\) exceeds the Gaussian width \(\sqrt{2\lambda T}\), electrons at the Fermi energy are too high for efficient transfer, but electrons near \(\tilde\varepsilon+\lambda\) take over. Their mean energy relative to \(\mu\) approaches \(\lambda-\Delta\). The Marcus bell survives in the slope (7). In the classical limit that slope is a convolution of two symmetric single peaks, so its maximum is at \(\Delta=\lambda\).

A continuum alone does not guarantee saturation; it must also extend far enough. Suppose the band bottom lies at a depth \(D\) below \(\mu\) and moves with it. Then

\[
k_{\rm in}=\Gamma\int_{\Delta-D}^{\infty}dx\,G(x)f_0(x-\Delta).
\]

For \(D\gg T\) and a sharp Fermi edge, the derivative is \(\Gamma[G(\Delta)-G(\Delta-D)]\). It vanishes at \(\Delta=\lambda+D/2\), after which the rate falls. Saturation thus requires occupied states covering the Gaussian around \(\tilde\varepsilon+\lambda\). Emptying likewise requires empty states around \(\tilde\varepsilon-\lambda\).

A small calculation beyond the golden rule shows the effect of a band edge. Take a filled level at zero temperature with \(S=1\) and \(\Gamma=0.01\omega\), and an empty band starting \(1.5\omega\) below \(\tilde\varepsilon\). The departing electron can leave zero or one quantum behind, so the golden rule gives \(k_{\rm out}/\Gamma=e^{-1}(1+1)=0.7358\). Propagating the full electron-vibration state, with 200 band levels spaced by \(0.05\omega\), and taking the logarithmic slope of the level population between times \(20/\omega\) and \(80/\omega\), gives 0.7360. Other fitting windows between \(20/\omega\) and \(100/\omega\) give 0.7363 to 0.7367, so the agreement holds to about 0.001.

## 7. Current between two electrodes

Let \(a_L,a_R\) be the filling rates and \(b_L,b_R\) the emptying rates at the left and right electrodes. The steady probabilities satisfy \(p_0(a_L+a_R)=p_1(b_L+b_R)\) and \(p_0+p_1=1\). With \(K=a_L+a_R+b_L+b_R\), the electron current from left to right is

\[
I=a_Lp_0-b_Lp_1=\frac{a_Lb_R-b_La_R}{K}. \tag{8}
\]

Its derivatives with respect to the left rates are

\[
\frac{\partial I}{\partial a_L}=\frac{b_R(b_L+a_R+b_R)+b_La_R}{K^2}\ge0,
\]
\[
\frac{\partial I}{\partial b_L}=-\frac{a_R(a_L+a_R+b_R)+a_Lb_R}{K^2}\le0.
\]

Exchanging left and right reverses \(I\), so \(\partial I/\partial a_R\le0\) and \(\partial I/\partial b_R\ge0\).

Put the Fermi levels at \(\pm V/2\) and let the level follow the bias as \(\tilde\varepsilon=\tilde\varepsilon_0+\eta V\). Then

\[
\Delta_L=(\tfrac12-\eta)V-\tilde\varepsilon_0,\qquad \Delta_R=-(\tfrac12+\eta)V-\tilde\varepsilon_0.
\]

For \(|\eta|\le1/2\), raising \(V\) does not lower \(\Delta_L\) or raise \(\Delta_R\). By (7), each of the four rates then changes in the direction that raises \(I\), or stays constant. The current cannot fall. For \(|\eta|<1/2\), large bias gives \(a_L\to\Gamma_L\), \(b_R\to\Gamma_R\), while the reverse rates vanish:

\[
I\to I_{\rm sat}=\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}. \tag{9}
\]

The plateau contains neither \(\lambda\) nor \(T\); together with \(\tilde\varepsilon_0\) and \(\eta\), they affect the bias needed to reach it. At \(|\eta|=1/2\) the level is pinned to one electrode, one \(\Delta\) stays constant, and (9) need not be reached.

For a level midway between the Fermi levels, let \(g(\Delta)=k_{\rm in}(\Delta)/\Gamma\) and \(g_\pm=g(\pm V/2)\). In (8) the numerator is \(\Gamma_L\Gamma_R(g_+^2-g_-^2)\) and the denominator \((\Gamma_L+\Gamma_R)(g_++g_-)\), so

\[
I=I_{\rm sat}(g_+-g_-)=I_{\rm sat}\,g_+(1-e^{-V/2T}). \tag{10}
\]

At small bias this gives \(I\approx I_{\rm sat}\,g(0)V/2T\). In the classical limit with \(\lambda\gg T\), (6) makes this conductance activated. At low enough temperature it is not: \(g(0)\) then levels off at the zero-phonon value \(\tfrac12e^{-\sum_kS_k}\). For one mode this needs \(S^2e^{-\omega/T}\ll1\) as well as \(T\ll\omega\); with \(S=30\), \(g(0)\) is still about 23 times that value at \(\omega/T=5\) and 4% above it at \(\omega/T=10\). At \(V=2\lambda\) the Marcus current is \(\tfrac12I_{\rm sat}(1-e^{-\lambda/T})\), so for \(\lambda\gg T\) half saturation lies close to \(V=2\lambda\).

## 8. Evaluation and worked example

Evaluate (4) by quadrature in \(x\). For negative \(\Delta\), compute the rate at \(|\Delta|\) and multiply by \(e^{-|\Delta|/T}\); this preserves detailed balance. Equation (2) suits small \(|\Delta|\), but at large positive \(\Delta\) its prefactor multiplies a strongly cancelling integral.

Bias and thermal energy are conveniently read in meV. The round model parameters are \(\lambda=300\), \(\omega=10\) and \(\Gamma_L=\Gamma_R=0.01\) meV at 300 K, where \(T=25.852\) meV. Thus \(S=300/10=30\), and the Gaussian width is \(\sqrt{2\times300\times25.852}=124.5\) meV. Franck-Condon (FC) overlaps come from diagonalizing the displaced oscillator in 600 number states; the Marcus integral uses a uniform grid.

| \(\Delta\) (meV) | FC \(k_{\rm in}/\Gamma\) | Marcus \(k_{\rm in}/\Gamma\) |
|---:|---:|---:|
| 0 | 0.0123 | 0.0122 |
| 150 | 0.1306 | 0.1295 |
| 300 | 0.5008 | 0.5000 |
| 600 | 0.9871 | 0.9878 |
| 900 | 1.0000 | 1.0000 |

At \(\Delta=0\), the leading part of (6) is \(\sqrt{\pi\times25.852/1200}\,e^{-2.901}=0.0143\). The Marcus value is 0.853 of this, so \(\delta=0.147\), below its bound \(\pi^2\times25.852/1200=0.213\).

Scanning \(\Delta\) from −300 to 1200 meV gives these errors of the Marcus rate, and its FC enhancement at \(\Delta=0\):

| \(\omega\) (meV) | largest error\(/\Gamma\) | FC/Marcus at 0 | bound (5) |
|---:|---:|---:|---:|
| 10 | 0.0014 | 1.012 | 1.009 |
| 20 | 0.0056 | 1.048 | 1.036 |
| 50 | 0.031 | 1.318 | 1.230 |

From 10 to 20 meV the error grows about fourfold. This is the expected leading \(\omega^2\) dependence, since (3) is even in \(\omega\). At 50 meV the error is small relative to \(\Gamma\), yet the activated rate is 32% above its Marcus value. The recurrence factor is still only \(7\times10^{-5}\), so at \(\Delta=0\) barrier tunnelling, rather than comb structure surviving the thermal smoothing, limits the classical formula.

Cooling the 50 meV mode to \(T=2\) meV raises the largest error to \(0.34\Gamma\). Expanding \(\ln\phi\) to second order gives the variance of \(F\), \(\lambda\omega\coth(\omega/2T)\). Its square root is about 122 meV, against a classical width of \(\sqrt{2\lambda T}=35\) meV. The FC rate nevertheless reaches \(\Gamma\), to the printed accuracy, at \(\Delta=1200\) meV.

The role of the electrode is clear at \(\Delta=900\) meV. A single level at the Fermi energy has fallen to \(e^{-600^2/(4\times300\times25.852)}=9\times10^{-6}\) of its maximum. A sum over electrode levels spaced by 2 meV and reaching 3000 meV below the Fermi energy gives \(k_{\rm in}=\Gamma\) to the printed accuracy. Its electrons come on average from 600 meV below the Fermi energy, as \(\lambda-\Delta=-600\) meV requires. If the band is only 200 meV deep, the rate peaks at \(0.563\Gamma\) near \(\Delta=398\) meV, close to the sharp-edge estimate \(300+100=400\) meV. At 900 meV it has dropped to \(0.0007\Gamma\).

For the current, \(I_{\rm sat}=0.01/2=0.005\) meV in rate units. Multiplication by \(e/\hbar\) converts this to 1.217 nA.

| \(V\) (mV) | FC current (nA) | Marcus current (nA) |
|---:|---:|---:|
| 100 | 0.0318 | 0.0314 |
| 300 | 0.1585 | 0.1572 |
| 600 | 0.610 | 0.609 |
| 900 | 1.058 | 1.059 |
| 1200 | 1.201 | 1.202 |
| 2000 | 1.217 | 1.217 |

At 300 mV, (10) gives \(1.217\times0.1306\times(1-e^{-150/25.852})=0.1585\) nA with the FC rate. At 600 mV, which is \(2\lambda\), the current is half its plateau. Between 1200 and 2000 mV it rises by little more than 1% and shows no decline.
